\section*{Order of Gamma2' and Gamma25' in gray tin from empirical form factors}

\section*{Question}

I am working on gray tin with the local Cohen--Bergstresser pseudopotential, without spin-orbit coupling. The form factors are $V_3=-0.20$, $V_8=0.00$ and $V_{11}=0.04$ Ry, and the lattice constant is $a=6.49$ \AA. I need to know which of $\Gamma_{2'}$ and $\Gamma_{25'}$ is lower, and how far $V_8$ must be changed to reverse them.

My trouble is that the separation shrinks by more than a factor of three when I go from 15 plane waves to 27. I also cannot see why $V_8$ should matter so much when its tabulated value is zero. How do I get an answer I can trust, and how much does it say about tin?

\section*{Answer}

Work out the two levels by symmetry in the small basis first. That shows what $V_8$ does and which level your 15 waves treat badly. Then enlarge the basis until the difference
\begin{equation}
D=E(\Gamma_{2'})-E(\Gamma_{25'})
\end{equation}
settles. Its sign is the order, and the root of $D(V_8)=0$, with $V_3$, $V_{11}$ and $a$ held fixed, is the threshold.

\subsection*{Conventions}

Put the origin at a bond centre, with atoms at $\pm\tau$, $\tau=(a/8)(1,1,1)$. Write $G=(h,k,l)$ in units of $2\pi/a$ and $s=h+k+l$. Averaging the phases of the two atoms gives
\begin{equation}
V(G)=V_{|G|^2}\cos(\pi s/4),
\end{equation}
where form factors other than $V_3,V_8,V_{11}$ vanish. The kinetic energy is $t|G|^2$ with $t=(2\pi a_0/a)^2\,\mathrm{Ry}=0.26247$ Ry, $a_0$ being the Bohr radius. Energies are measured from the mean potential.

Let $\phi(G)$ be the plane-wave coefficients. Inversion about the bond centre sends $G$ to $-G$. The triplet $\Gamma_{25'}$ is even, and its partners transform as $x,y,z$ about an atom. The singlet $\Gamma_{2'}$ is odd, and is invariant under the tetrahedral group about an atom. Opposite parity means that the two levels do not mix, so they can cross.

\subsection*{The singlet in 15 waves}

The waves are $\{000\}$, $\{111\}$ and $\{200\}$. The normalized $\Gamma_{2'}$ combinations have
\begin{align}
u_3:&\quad \phi=+1/\sqrt8 \text{ on } (111),(11\bar1),(1\bar11),(\bar111),\\
u_4:&\quad \phi=+1/\sqrt6 \text{ on } (200),(020),(002),
\end{align}
with the opposite sign on $-G$. Oddness excludes $G=0$.

\emph{Diagonal terms.} From $(111)$, the three waves at $|\Delta G|^2=8$ are $(1\bar1\bar1)$, $(\bar11\bar1)$ and $(\bar1\bar11)$. Each difference has $s=4$, hence a factor $\cos\pi=-1$, and each coefficient is negative, so together they give $+3V_8$. From $(200)$, the waves $(020)$ and $(002)$ have $s=0$ and give $+V_8$ each. Their negatives have $s=4$ and a negative coefficient, and again give $+V_8$ each. The sum is $4V_8$.

\emph{Coupling.} At $(111)$, the three positive $\{200\}$ waves give $3V_3/\sqrt2$, since $s=1$. The three negative ones have $|\Delta G|^2=11$ and $s=5$, so $\cos(5\pi/4)=-1/\sqrt2$ times a negative coefficient gives $+3V_{11}/\sqrt2$. The other $\{111\}$ waves give the same magnitude with the sign of $u_3$. Therefore
\begin{equation}
\langle u_3|V|u_4\rangle=8\,\frac1{\sqrt8}\,\frac1{\sqrt6}\,\frac{3(V_3+V_{11})}{\sqrt2}=\sqrt6\,(V_3+V_{11}).
\end{equation}

\subsection*{The triplet in 15 waves}

Take the $z$ partner of $\Gamma_{25'}$, with equal coefficients on $G$ and $-G$:
\begin{align}
w_3:&\quad \phi=\tfrac1{\sqrt8}(+,-,+,+)\text{ on }(111),(11\bar1),(1\bar11),(\bar111),\\
w_4:&\quad \phi=\tfrac1{\sqrt2}\text{ on }(002),(00\bar2).
\end{align}
From $(111)$, the same three $V_8$ neighbours now have coefficients of sign $+,+,-$, and each carries the factor $-1$. The sum is $-V_8$. The two waves of $w_4$ differ by $|\Delta G|^2=16$, where the form factor vanishes, so the diagonal term is just $4t$. Their $V_8$ contributions to $(200)$ have $s=0$ and $s=4$ and cancel, and the same happens at $(\bar200)$, $(020)$ and $(0\bar20)$.

At $(111)$, $w_4$ produces
\begin{equation}
\frac1{\sqrt2}\left(\frac{V_3}{\sqrt2}-\frac{V_{11}}{\sqrt2}\right)=\frac{V_3-V_{11}}2,
\end{equation}
because the differences $(11\bar1)$ and $(113)$ have $s=1$ and $s=5$. The other waves follow the signs of $w_3$, so the coupling is $8(1/\sqrt8)(V_3-V_{11})/2=\sqrt2\,(V_3-V_{11})$. At $G=0$ the contributions of $w_3$ cancel. The potential has the full symmetry of the crystal, so it cannot couple the $z$ partner to the $x$ and $y$ partners, and the block closes.

\subsection*{What $V_8$ does}

The two matrices are
\begin{align}
H_{2'}&=\begin{pmatrix}3t+3V_8&\sqrt6(V_3+V_{11})\\ \sqrt6(V_3+V_{11})&4t+4V_8\end{pmatrix},\\
H_{25'}&=\begin{pmatrix}3t-V_8&\sqrt2(V_3-V_{11})\\ \sqrt2(V_3-V_{11})&4t\end{pmatrix}.
\end{align}
In both, half the difference of the diagonal elements is $\delta=(t+V_8)/2$. Their means are $(7t+7V_8)/2$ and $(7t-V_8)/2$, which differ by $4V_8$. Subtracting the lower roots gives
\begin{align}
D_{15}&=4V_8-R_{2'}+R_{25'},\label{eq:d15}\\
R_{2'}&=\sqrt{\delta^2+6(V_3+V_{11})^2},\\
R_{25'}&=\sqrt{\delta^2+2(V_3-V_{11})^2}.
\end{align}
Since $d\delta/dV_8=1/2$,
\begin{equation}
\frac{dD_{15}}{dV_8}=4-\frac{\delta}{2}\left(\frac1{R_{2'}}-\frac1{R_{25'}}\right).
\end{equation}
Each $|\delta|/R$ is at most 1, so the slope is at least $3.5$ and there is one crossing in this basis. A zero value of $V_8$ does not make the levels insensitive to it: a small change in $V_8$ shifts their separation by about four times as much.

At $V_8=0$, $\delta=0.1312$ Ry and the couplings are $-0.3919$ and $-0.3394$ Ry. Thus
\begin{equation}
D_{15}=-0.4133+0.3639=-0.0494\ \mathrm{Ry}=-0.672\ \mathrm{eV}.
\end{equation}
Equation \eqref{eq:d15} vanishes at $V_8=0.0123$ Ry.

A useful special case is $V_8=0$ with $V_3<0$ and $0\le V_{11}<|V_3|$. Then $\Gamma_{2'}$ is lower if $\sqrt3(|V_3|-V_{11})>|V_3|+V_{11}$, that is, if $V_{11}/|V_3|<2-\sqrt3\approx0.27$. Tin has $0.20$. This boundary belongs to the 15-wave basis only: for $V_3=-0.20$ Ry and this lattice constant it moves to $0.218$ with 27 waves and to $0.203$ in the converged basis, almost at the value for tin.

\subsection*{Why 15 waves are not enough}

The next shell, $\{220\}$, acts on one level and not on the other. With the origin moved to the atom at $-\tau$, the coefficients become $e^{-i\pi s/4}\phi(G)$. A twofold rotation about that atom takes $(220)$ to $(\bar2\bar20)$. These have $s=\pm4$ and equal phase factors, so the invariance of $\Gamma_{2'}$ requires $\phi(220)=\phi(\bar2\bar20)$. Oddness requires the opposite sign, so both vanish. The pair $(2\bar20)$, $(\bar220)$, with $s=0$, vanishes likewise, and permuting the axes covers the shell.

The triplet does have a partner there: the even state $w_8$ with $\phi=1/2$ on the four waves $(\pm2,\pm2,0)$. At each of them $w_3$ produces $(2V_3-4V_{11})/4$, where $1/4=(1/\sqrt8)(1/\sqrt2)$. The coupling is therefore
\begin{equation}
\langle w_8|V|w_3\rangle=4\cdot\frac12\cdot\frac{2V_3-4V_{11}}4=V_3-2V_{11}=-0.28\ \mathrm{Ry}.
\end{equation}
At $V_8=0$ the 15-wave triplet energy is $E=0.5547$ Ry, and its weight on $w_3$ is
\begin{equation}
\frac{0.3394^2}{0.3394^2+(0.7874-0.5547)^2}=0.680.
\end{equation}
Second-order perturbation theory then lowers the triplet by
\begin{equation}
\frac{0.680\times0.28^2}{8t-E}=\frac{0.0533}{1.545}=0.0345\ \mathrm{Ry}\approx0.47\ \mathrm{eV}.
\end{equation}
This accounts for the change you saw. Diagonalization in larger bases gives, at $V_8=0$:
\begin{center}
\begin{tabular}{rrr}
largest $|G|^2$ & waves & $D$ (eV)\\
4 & 15 & $-0.672$\\
8 & 27 & $-0.203$\\
11 & 51 & $-0.063$\\
20 & 113 & $-0.038$\\
40 & 283 & $-0.038$\\
60 & 531 & $-0.038$
\end{tabular}
\end{center}

\subsection*{The order and its reversal}

The converged levels are $E(\Gamma_{2'})=6.767$ eV and $E(\Gamma_{25'})=6.806$ eV, each rounded separately. For the tabulated form factors taken literally, $\Gamma_{2'}$ lies below $\Gamma_{25'}$ by $0.038$ eV.

For a normalized eigenstate, first-order changes of the coefficients do not alter the energy, so $dE/dV_8$ is the expectation value of the matrix multiplying $V_8$. In the converged states it is $3.571$ for $\Gamma_{2'}$ and $-0.406$ for $\Gamma_{25'}$. Hence $dD/dV_8=3.977$, and
\begin{equation}
V_8^*\approx\frac{0.03832\ \mathrm{eV}}{3.977\times13.606\ \mathrm{eV/Ry}}=0.00071\ \mathrm{Ry}.
\end{equation}
Solving $D(V_8)=0$ by repeated diagonalization gives the same value to this accuracy, about $9.6$ meV. Because $V_8$ starts at zero, this is also the required change: raise $V_8$ by more than $0.00071$ Ry. At equality the levels merely coincide. The 15-wave threshold is about 17 times the converged one.

The reversal matters for the filling. Four electron pairs occupy $\Gamma_1$ and three of the four orbitals in $\Gamma_{2'}$ and $\Gamma_{25'}$. With $\Gamma_{2'}$ below, two pairs share the three triplet orbitals, and there is no gap at $\Gamma$. With $\Gamma_{2'}$ above, the triplet is full and a gap $D$ opens at $\Gamma$. Whether the crystal as a whole has a gap depends on other wave vectors too.

\subsection*{How much this says about tin}

The form factors are printed to $0.01$ Ry, so rounding alone allows $\pm0.005$ Ry in each, seven times the threshold in $V_8$. Changing $V_8$ alone by these amounts moves $D$ from $-0.31$ to $+0.23$ eV. Changing all three gives values from $-0.66$ to $+0.57$ eV at the corners of the rounding range. The calculation has a definite order, but the rounded table cannot establish it for the material. Empirical form factors also depend on the plane-wave basis in which they were fitted. Converging the basis gives the exact order for the stated potential, but it does not by itself bring the result closer to tin.

Spin-orbit coupling is also larger than the separation. In real gray tin it splits the triplet by roughly $0.8$ eV. To first order a quartet rises by one third of this, $0.27$ eV, a doublet falls by $0.53$ eV, and $\Gamma_{2'}$ stays put. With the literal form factors the singlet is then about $0.3$ eV below the quartet. Real gray tin has this inverted order too, with a separation of roughly $0.4$ eV. With this first-order shift, bringing the singlet up to the quartet would take $V_8$ of about $0.006$ Ry. Higher orders in the spin-orbit coupling reduce the rise of the quartet somewhat, so $0.005$ to $0.006$ Ry is the safer statement, seven to eight times the value without spin-orbit coupling.

By comparison, lengthening $a$ by $0.1\,\%$ at fixed form factors changes $D$ by only $0.0008$ eV. A real volume change would alter the form factors as well. The thermal energy at 280 K is $0.024$ eV, comparable with the spin-orbit-free separation, and level shifts caused by lattice vibrations are not included here. The numerical output below lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant a = 6.49 angstrom
V3, V8, V11 = -0.20, 0.00, 0.04 Ry
kinetic unit t = 0.26247 Ry
3t = 0.78740 Ry, 4t = 1.04986 Ry
Gamma2' coupling = -0.39192 Ry
Gamma25' coupling = -0.33941 Ry
15 waves: E(Gamma2') = 6.8753 eV
15 waves: E(Gamma25') = 7.5475 eV
15 waves: crossing V8 = 0.01228 Ry
D = E(Gamma2') - E(Gamma25') against basis:
  |G|^2 <=  4,  15 waves: D = -0.67223 eV
  |G|^2 <=  8,  27 waves: D = -0.20302 eV
  |G|^2 <= 11,  51 waves: D = -0.06280 eV
  |G|^2 <= 12,  59 waves: D = -0.03452 eV
  |G|^2 <= 16,  65 waves: D = -0.03452 eV
  |G|^2 <= 20, 113 waves: D = -0.03817 eV
  |G|^2 <= 24, 137 waves: D = -0.03850 eV
  |G|^2 <= 40, 283 waves: D = -0.03832 eV
  |G|^2 <= 60, 531 waves: D = -0.03832 eV
converged (|G|^2 <= 40): E(Gamma1) = -2.4334 eV
converged: E(Gamma2') = 6.7675 eV
converged: E(Gamma25') = 6.8058 eV
converged: E(Gamma15) = 9.7171 eV
order at V8 = 0: Gamma2' below Gamma25'; D = -0.0383 eV
S4 characters: Gamma2' 1.000, Gamma25' -1.000
{220} weight: Gamma2' 0.0000, Gamma25' 0.0239
dE(Gamma2')/dV8 = 3.5714 (Ry per Ry)
dE(Gamma25')/dV8 = -0.4061 (Ry per Ry)
dD/dV8 = 3.9775 (Ry per Ry)
linear estimate of crossing V8 = 0.000708 Ry
crossing V8 = 0.000709 Ry = 9.64 meV
to reverse the order: raise V8 past this value
rounding half-width of each form factor = 0.005 Ry
  V3 -/+ half-width: D = -0.0883 / 0.0115 eV
  V8 -/+ half-width: D = -0.3100 / 0.2312 eV
  V11 -/+ half-width: D = -0.3345 / 0.2572 eV
all three rounded: D from -0.6613 to 0.5711 eV
rough spin-orbit splitting (input) = 0.8 eV
quartet shift = 0.267 eV, doublet shift = -0.533 eV
quartet meets Gamma2' at V8 = 0.00566 Ry
a larger by 0.1 %, same form factors: D = -0.03750 eV
thermal energy at 280 K = 0.0241 eV
\end{verbatim}
